**Numerical tests of the Helmholtz relation ΔΦ = −4πμ/A**

The program tests the work-function change ΔΦ caused by a neutral adsorbate layer, where μ is the outward normal dipole of the whole charge change per adsorbate and A is the area per adsorbate. It asserts that the atomic-unit and SI routes give the same conversion factor, printed as 37.67303 eV Å²/D. For a nonlinear Thomas–Fermi metal 20 bohr thick, it asserts that the change found from the vacuum and Fermi levels agrees with the one found from the charge-density dipole; both are printed as −0.071552 hartree, or −1.947 eV. It also asserts that the two disagree by more than 10 percent in a film 1 bohr thick, where the output shows 30.2 percent relative to the dipole value. An explicit sum over charges and their images above an ideal conductor is asserted to reproduce the potential step 4πqd/A, for charge q at height d, within 0.3 percent, and the leading lateral ripple within 0.2 percent. The square-lattice dipole sum is asserted to match its zeta-function value. The central dipole of a coupled 41 × 41 array is asserted to follow the infinite-lattice depolarization law within 2 percent; the output shows 0.3123 against 0.3087 e bohr, and the tolerance allows for the missing distant neighbours.

## Numerical verification

```python
"""
Result under test: a neutral adsorbate layer changes the work function of a
thick metal by  dPhi = -4 pi mu / A  (Hartree atomic units).
mu : outward normal dipole per adsorbate of the WHOLE charge change
A  : surface area per adsorbate;  z : outward normal, metal at z < 0
Phi: vacuum level minus Fermi level, for electron potential energy V = -phi
Models: nonlinear Thomas-Fermi metal, point charges above an ideal conductor,
and a square lattice of polarizable point dipoles.
"""
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.linalg import solve_banded

pi = np.pi
bohr = sc.physical_constants["Bohr radius"][0]
hartree_eV = sc.physical_constants["Hartree energy in eV"][0]
bohr_A = bohr / sc.angstrom
debye_SI = 1e-21 / sc.c                 # C m, from the definition of the debye
debye_au = debye_SI / (sc.e * bohr)     # one debye in e bohr

# Unit factor: atomic-unit route against the SI potential step mu/(eps0 A)
factor = 4 * pi * debye_au * hartree_eV * bohr_A**2
factor_SI = debye_SI / (sc.epsilon_0 * sc.angstrom**2)
assert abs(factor / factor_SI - 1) < 1e-8

# Model parameters
r_s = 3.0
charge = 0.2
height = 3.0
spacing = 12.0
area = spacing**2
n_bulk = 3 / (4 * pi * r_s**3)
u_bulk = 0.5 * (3 * pi**2 * n_bulk) ** (2 / 3)
screening_length = np.sqrt(u_bulk / (6 * pi * n_bulk))


def adsorbed_film(thickness, step=0.02, vacuum=6.0, width=0.4):
    """Solve for u = E_F - V in a neutral film with an adsorbate layer.

    Zero field is imposed at both outer ends; the bulk value of u is not.
    Returns work-function change, dipole per cell, back-side shift of u,
    and centroid of the electrons added to the metal.
    """
    cells = round((thickness + vacuum) / step)
    z = -thickness + (np.arange(cells) + 0.5) * step
    metal = z < 0
    rho_ads = np.exp(-0.5 * ((z - height) / width) ** 2)
    rho_ads *= charge / area / (rho_ads.sum() * step)
    u = np.full(cells, u_bulk)
    diagonal = np.full(cells, -2.0)
    diagonal[[0, -1]] = -1.0
    for iteration in range(60):
        positive_u = np.maximum(u, 0)
        density = np.where(metal, (2 * positive_u) ** 1.5 / (3 * pi**2), 0)
        slope = np.where(metal, np.sqrt(2 * positive_u) / pi**2, 0)
        extra = density - n_bulk * metal
        difference = np.diff(u)
        curvature = np.zeros(cells)
        curvature[:-1] += difference
        curvature[1:] -= difference
        residual = curvature / step**2 - 4 * pi * (extra - rho_ads)
        bands = np.zeros((3, cells))
        bands[0, 1:] = 1 / step**2
        bands[1] = diagonal / step**2 - 4 * pi * slope
        bands[2, :-1] = 1 / step**2
        change = solve_banded((1, 1), bands, -residual)
        u += change
        if np.max(np.abs(change)) < 1e-10:
            break
    else:
        raise RuntimeError("Poisson iteration did not converge")
    density = np.where(metal, (2 * np.maximum(u, 0)) ** 1.5 / (3 * pi**2), 0)
    extra = density - n_bulk * metal
    rho_change = rho_ads - extra
    assert abs(rho_change.sum() * step * area) < 1e-7
    dipole = area * np.sum(z * rho_change) * step
    centroid = np.sum(z * extra) / extra.sum()
    return -(u[-1] - u_bulk), dipole, u[0] - u_bulk, centroid


# Work function from the Fermi level against the charge-density dipole
dphi, dipole, back_shift, centroid = adsorbed_film(20.0)
helmholtz = -4 * pi * dipole / area
assert abs(dphi / helmholtz - 1) < 1e-6
assert dphi < 0 < dipole
assert abs(back_shift) < 1e-7
# Linear screening puts the centroid one screening length inside the metal;
# the tolerance allows for the nonlinear density response.
assert abs(-centroid / screening_length - 1) < 0.05

# A film as thin as the screening length must violate bulk pinning
thin_dphi, thin_dipole, thin_shift, _ = adsorbed_film(1.0)
thin_helmholtz = -4 * pi * thin_dipole / area
thin_error = abs(thin_dphi / thin_helmholtz - 1)
assert thin_error > 0.1

# Explicit Coulomb sum over charges and their images in an ideal conductor
half_count = 1000
sites = spacing * np.arange(-half_count, half_count + 1)


def image_potential(x, y, z):
    lateral = (sites[:, None] - x) ** 2 + (sites[None, :] - y) ** 2
    real_part = 1 / np.sqrt(lateral + (z - height) ** 2)
    image_part = 1 / np.sqrt(lateral + (z + height) ** 2)
    return charge * np.sum(real_part - image_part)


probe = 1.5 * spacing
top = image_potential(0, 0, probe)
hollow = image_potential(spacing / 2, spacing / 2, probe)
sum_step = 0.5 * (top + hollow)
ideal_step = 4 * pi * charge * height / area
# The finite array misses a fraction of order probe height / array half-width.
assert abs(sum_step / ideal_step - 1) < 0.003
G = 2 * pi / spacing
ripple = top - hollow
ripple_formula = (8 * 2 * pi * charge / (area * G)
                  * 2 * np.sinh(G * height) * np.exp(-G * probe))
assert abs(ripple / ripple_formula - 1) < 0.002

# Square-lattice sum of 1/R^3: direct sum plus integral tail against zeta form
index = np.arange(-half_count, half_count + 1)
r2 = (index[:, None] ** 2 + index[None, :] ** 2).astype(float)
r2[half_count, half_count] = np.inf
lattice_sum = np.sum(r2**-1.5) + 4 * np.sqrt(2) / (half_count + 0.5)
beta = mp.mpf(4) ** -1.5 * (mp.zeta(1.5, 0.25) - mp.zeta(1.5, 0.75))
assert abs(lattice_sum / float(4 * mp.zeta(1.5) * beta) - 1) < 1e-6

# Coupled finite dipole array against the infinite-lattice depolarization law
free_dipole = 0.5
polarizability = 50.0


def layer_dipole(a):
    return free_dipole / (1 + polarizability * lattice_sum / a**3)


test_spacing = 9.0
side = np.arange(-20, 21) * test_spacing
X, Y = np.meshgrid(side, side, indexing="ij")
X, Y = X.ravel(), Y.ravel()
distance2 = (X[:, None] - X) ** 2 + (Y[:, None] - Y) ** 2
np.fill_diagonal(distance2, np.inf)
coupling = np.eye(X.size) + polarizability * distance2**-1.5
array_dipoles = np.linalg.solve(coupling, np.full(X.size, free_dipole))
center_dipole = array_dipoles[X.size // 2]
# Missing distant neighbours weaken the field sum by about three percent.
assert abs(center_dipole / layer_dipole(test_spacing) - 1) < 0.02

print("UNITS")
print(f"One debye = {debye_au:.6f} e bohr")
print(f"One hartree = {hartree_eV:.5f} eV")
print(f"One bohr = {bohr_A:.6f} angstrom")
print(f"Helmholtz factor, atomic route = {factor:.5f} eV A^2/D")
print(f"Helmholtz factor, SI route = {factor_SI:.5f} eV A^2/D")
print("METAL WITH ADSORBATE LAYER")
print(f"Density parameter r_s = {r_s:.1f} bohr")
print(f"Bulk electron density = {n_bulk:.6f} bohr^-3")
print(f"Bulk E_F - V = {u_bulk:.5f} hartree")
print(f"Screening length = {screening_length:.4f} bohr")
print(f"Adsorbate charge = {charge:.2f} e")
print(f"Adsorbate height = {height:.1f} bohr")
print(f"Lattice spacing = {spacing:.1f} bohr")
print(f"Cell area = {area:.1f} bohr^2")
print(f"Cell area = {area * bohr_A**2:.3f} A^2")
print(f"Added-electron centroid z = {centroid:.4f} bohr")
print(f"Charge times height = {charge * height:.4f} e bohr")
print(f"Total dipole = {dipole:.5f} e bohr")
print(f"Total dipole = {dipole / debye_au:.4f} D")
print(f"Work-function change from E_F = {dphi:.6f} hartree")
print(f"Work-function change from dipole = {helmholtz:.6f} hartree")
print(f"Work-function change = {dphi * hartree_eV:.4f} eV")
print(f"Back-side shift, 20 bohr film = {back_shift:.1e} hartree")
print("FILM 1 BOHR THICK")
print(f"Change from E_F = {thin_dphi:.5f} hartree")
print(f"Change from dipole = {thin_helmholtz:.5f} hartree")
print(f"Back-side shift = {thin_shift:.5f} hartree")
print(f"Relative disagreement = {100 * thin_error:.1f} percent")
print("CHARGES ABOVE IDEAL CONDUCTOR")
print(f"Probe height = {probe:.1f} bohr")
print(f"Potential step, explicit sum = {sum_step:.6f} hartree/e")
print(f"Potential step, 4 pi q d/A = {ideal_step:.6f} hartree/e")
print(f"Top-hollow ripple, sum = {ripple:.4e} hartree/e")
print(f"Top-hollow ripple, formula = {ripple_formula:.4e} hartree/e")
print("DEPOLARIZATION")
print(f"Square-lattice sum times a^3 = {lattice_sum:.5f}")
print(f"Free dipole = {free_dipole:.2f} e bohr")
print(f"Polarizability = {polarizability:.1f} bohr^3")
for a in (20.0, 12.0, 9.0):
    mu = layer_dipole(a)
    shift = -4 * pi * mu / a**2 * hartree_eV
    fixed = -4 * pi * free_dipole / a**2 * hartree_eV
    print(f"a = {a:.0f} bohr: dipole = {mu:.4f} e bohr")
    print(f"  change = {shift:.4f} eV; with free dipole = {fixed:.4f} eV")
print(f"Finite array, a = 9 bohr: dipole = {center_dipole:.4f} e bohr")
print("OK")
```

Printed output:

```
UNITS
One debye = 0.393430 e bohr
One hartree = 27.21139 eV
One bohr = 0.529177 angstrom
Helmholtz factor, atomic route = 37.67303 eV A^2/D
Helmholtz factor, SI route = 37.67303 eV A^2/D
METAL WITH ADSORBATE LAYER
Density parameter r_s = 3.0 bohr
Bulk electron density = 0.008842 bohr^-3
Bulk E_F - V = 0.20462 hartree
Screening length = 1.1080 bohr
Adsorbate charge = 0.20 e
Adsorbate height = 3.0 bohr
Lattice spacing = 12.0 bohr
Cell area = 144.0 bohr^2
Cell area = 40.324 A^2
Added-electron centroid z = -1.0996 bohr
Charge times height = 0.6000 e bohr
Total dipole = 0.81992 e bohr
Total dipole = 2.0840 D
Work-function change from E_F = -0.071552 hartree
Work-function change from dipole = -0.071552 hartree
Work-function change = -1.9470 eV
Back-side shift, 20 bohr film = 5.5e-10 hartree
FILM 1 BOHR THICK
Change from E_F = -0.07877 hartree
Change from dipole = -0.06051 hartree
Back-side shift = 0.01825 hartree
Relative disagreement = 30.2 percent
CHARGES ABOVE IDEAL CONDUCTOR
Probe height = 18.0 bohr
Potential step, explicit sum = 0.052290 hartree/e
Potential step, 4 pi q d/A = 0.052360 hartree/e
Top-hollow ripple, sum = 4.9526e-05 hartree/e
Top-hollow ripple, formula = 4.9524e-05 hartree/e
DEPOLARIZATION
Square-lattice sum times a^3 = 9.03362
Free dipole = 0.50 e bohr
Polarizability = 50.0 bohr^3
a = 20 bohr: dipole = 0.4733 e bohr
  change = -0.4046 eV; with free dipole = -0.4274 eV
a = 12 bohr: dipole = 0.3964 e bohr
  change = -0.9413 eV; with free dipole = -1.1873 eV
a = 9 bohr: dipole = 0.3087 e bohr
  change = -1.3033 eV; with free dipole = -2.1108 eV
Finite array, a = 9 bohr: dipole = 0.3123 e bohr
OK
```
